# An odd fermion chain with gain and loss at its centre

## Problem

Spinless, non-interacting fermions occupy a chain of \(L=2m-1\) sites, \(L\ge 3\), with

\[
H=\sum_{i,j}h_{ij}c_i^\dagger c_j=-J\sum_{j=1}^{L-1}\left(c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j\right),\qquad J>0 .
\]

Particles enter and leave at the central site \(m\) only. The density matrix obeys the Lindblad equation

\[
\dot\rho=-\frac{i}{\hbar}[H,\rho]+\sum_a\left(L_a\rho L_a^\dagger-\tfrac12\{L_a^\dagger L_a,\rho\}\right),
\]

with jump operators \(L_+=\sqrt{\Gamma_+}\,c_m^\dagger\) and \(L_-=\sqrt{\Gamma_-}\,c_m\), both rates being positive. Write \(\Gamma=\Gamma_++\Gamma_-\) and \(f=\Gamma_+/\Gamma\).

Take \(L=7\), \(J/h=100\) Hz, \(\Gamma_+=200\ \mathrm{s^{-1}}\) and \(\Gamma_-=600\ \mathrm{s^{-1}}\).

1. How fast does the chain forget its initial state?
2. What is the particle number at late times if the chain starts empty, full, or with one atom at site 1?
3. Is the steady state unique, and is it always reached?

## First estimate by scaling

A single-particle mode spread over the chain has a weight of about \(1/L\) on the central site. Gain and loss together damp an amplitude on that site at \(\Gamma/2\), so a mode amplitude should decay at about

\[
\frac{\Gamma}{2L}=\frac{800}{14}\ \mathrm{s^{-1}}\approx 57\ \mathrm{s^{-1}},
\]

that is, within about 18 ms. Gain and loss balance on a site at the filling \(f=200/800=0.25\). If hopping carries this filling everywhere, the late particle number is \(fL=1.75\) for every initial state.

## Exact solution

**Equation of motion.** Let \(G_{ij}=\langle c_j^\dagger c_i\rangle\). For an operator \(O\), the Lindblad equation gives

\[
\frac{d\langle O\rangle}{dt}=\Big\langle\frac{i}{\hbar}[H,O]+\frac12\sum_a\left(L_a^\dagger[O,L_a]+[L_a^\dagger,O]L_a\right)\Big\rangle .
\]

Put \(O=c_j^\dagger c_i\). From \([H,c_i]=-\sum_b h_{ib}c_b\) and \([H,c_j^\dagger]=\sum_a h_{aj}c_a^\dagger\), the Hamiltonian part is \(-(i/\hbar)[h,G]_{ij}\).

For loss, \([O,c_m]=-\delta_{jm}c_i\) and \([c_m^\dagger,O]=-\delta_{im}c_j^\dagger\), which gives

\[
-\frac{\Gamma_-}{2}(\delta_{im}+\delta_{jm})\,c_j^\dagger c_i .
\]

For gain, \([O,c_m^\dagger]=\delta_{im}c_j^\dagger\) and \([c_m,O]=\delta_{jm}c_i\). The contribution is \(\tfrac12\Gamma_+(\delta_{im}c_mc_j^\dagger+\delta_{jm}c_ic_m^\dagger)\). Moving the creation operators to the left turns it into

\[
\Gamma_+\delta_{im}\delta_{jm}-\frac{\Gamma_+}{2}(\delta_{im}+\delta_{jm})\,c_j^\dagger c_i .
\]

With \(P\) the projector on site \(m\), the sum is

\[
\dot G=WG+GW^\dagger+\Gamma_+P,\qquad W=-\frac{i}{\hbar}h-\frac{\Gamma}{2}P .
\]

**Modes of the closed chain.** The functions

\[
\phi_k(j)=\sqrt{\frac{2}{L+1}}\,\sin\frac{\pi kj}{L+1},\qquad k=1,\dots,L,
\]

vanish at \(j=0\) and \(j=L+1\), as the open ends require. Since \(\sin\theta(j+1)+\sin\theta(j-1)=2\cos\theta\sin\theta j\), their energies are \(\varepsilon_k=-2J\cos[\pi k/(L+1)]\). The cosine is monotonic between \(0\) and \(\pi\), so these energies are all different. Under reflection,

\[
\phi_k(L+1-j)=(-1)^{k+1}\phi_k(j),
\]

so even \(k\) gives odd modes. At the centre \(m=(L+1)/2\), and \(\phi_k(m)\propto\sin(\pi k/2)\). This is zero for even \(k\) and has magnitude one for odd \(k\).

**Which modes are damped.** Let \(Wv=\lambda v\) with \(v^\dagger v=1\). Multiplying by \(v^\dagger\) and taking the real part removes the \(h\) term, because \(v^\dagger hv\) is real:

\[
\mathrm{Re}\,\lambda=-\frac{\Gamma}{2}|v_m|^2 .
\]

Both \(h\) and \(P\) commute with reflection, so \(W\) splits into two blocks. In the reflection-odd block \(v_m=0\) and \(W=-ih/\hbar\), so nothing is damped. In the reflection-even block an undamped vector would need \(v_m=0\). It would then be an eigenvector of \(h\) that vanishes at the centre, hence an odd mode, which is a contradiction. There are therefore exactly \((L-1)/2\) undamped modes and \((L+1)/2\) damped ones.

If \(\hbar\Gamma/(L+1)\) is small compared with the level spacing, \(v\approx\phi_k\) for odd \(k\), and each damped amplitude decays at

\[
\frac{\Gamma}{2}\cdot\frac{2}{L+1}=\frac{\Gamma}{L+1}.
\]

For any \(\Gamma\), the trace of \(W\) fixes the sum of all amplitude rates at \(\Gamma/2\).

In the opposite limit, \(\hbar\Gamma\gg J\), the central amplitude follows its neighbours. The symmetric orbital beside the centre has amplitude \(s\) and couples to the centre with hopping \(\sqrt2J\):

\[
\dot c=\frac{i\sqrt2J}{\hbar}s-\frac{\Gamma}{2}c\approx0
\quad\Rightarrow\quad
c\approx\frac{2i\sqrt2J}{\hbar\Gamma}s,\qquad
\dot s\big|_{\text{centre}}=\frac{i\sqrt2J}{\hbar}c\approx-\frac{4J^2}{\hbar^2\Gamma}s .
\]

A stronger contact then damps the remaining even modes more slowly, while the odd modes stay undamped.

**Late times.** Let \(R\) be the reflection matrix, and let \(\Pi_e=(1+R)/2\) and \(\Pi_o=(1-R)/2\) project on the two sectors. Since \(P\Pi_o=0\), the blocks of \(G\) evolve separately:

- The odd block obeys \(\dot G_{oo}=-(i/\hbar)[h,G_{oo}]\), so it is never damped. Its trace is constant, and any coherence between different odd modes oscillates for ever.
- The mixed block obeys \(\dot G_{eo}=WG_{eo}+(i/\hbar)G_{eo}h\), so it decays with \(W\) of the even sector.
- The even block tends to \(f\Pi_e\). Inserting this value gives \(-\Gamma fP+\Gamma_+P=0\), and any deviation decays.

The late particle number is therefore

\[
N_\infty=\mathrm{Tr}\,G_{oo}(0)+f\,\frac{L+1}{2}.
\]

It depends on the initial state through the number of particles in the odd modes.

**Many-body steady states.** Let \(d_k=\sum_j\phi_k(j)c_j\) and \(n_k=d_k^\dagger d_k\). The expansion \(c_m=\sum_k\phi_k(m)d_k\) contains odd \(k\) only. For even \(k\), \(n_k\) thus commutes with \(H\) and with both jump operators, and each such occupation is conserved.

For the reflection-even modes take

\[
\rho_e=\prod_{k\ \mathrm{odd}}\left[f n_k+(1-f)(1-n_k)\right]\propto z^{N_e},\qquad z=\frac{f}{1-f}=\frac{\Gamma_+}{\Gamma_-}.
\]

This commutes with \(H\). Because \(c_m\) lowers \(N_e\) by one, \(c_m\rho_e=z\rho_ec_m\) and \(c_m^\dagger\rho_e=z^{-1}\rho_ec_m^\dagger\). The jump terms become

\[
\Gamma_-c_m\rho_ec_m^\dagger+\Gamma_+c_m^\dagger\rho_ec_m
=\rho_e\left(\Gamma_+c_mc_m^\dagger+\Gamma_-c_m^\dagger c_m\right),
\]

which the anticommutator terms cancel. Multiplying \(\rho_e\) by \(n_k\) or \(1-n_k\) for each even \(k\) keeps it stationary. This gives \(2^{(L-1)/2}\) distinct steady states, eight for \(L=7\), and every mixture of them is also steady. Where two odd-sector Fock states have the same energy, a superposition of them multiplied by \(\rho_e\) is steady as well and is not such a mixture. For \(L=7\) the empty odd sector and the state with \(k=2,6\) filled form such a pair; it differs by two particles, so a start with a definite particle number does not produce it. For \(L=9\) the pairs \(k=2,8\) and \(k=4,6\) are degenerate at the same particle number.

**Only the odd sector keeps a memory.** Let \(Q=\prod_{k\ \mathrm{odd}}(1-2n_k)\). It anticommutes with each \(d_q\) of odd \(q\) and commutes with each \(d_k\) of even \(k\). The operators \(d_kQ\) therefore commute with all operators of the reflection-even sector, and they keep the fermion algebra among themselves. In these variables the evolution is a product of a unitary odd part and a damped even part.

Suppose an operator \(X\) of the even sector satisfies \(\mathcal L^\dagger(X)=i\omega X\) with real \(\omega\), where \(\mathcal L^\dagger\) generates the evolution of operators. Writing out the terms gives

\[
\mathcal L^\dagger(X^\dagger X)-\mathcal L^\dagger(X^\dagger)X-X^\dagger\mathcal L^\dagger(X)=\sum_a[L_a,X]^\dagger[L_a,X].
\]

In the state \(\rho_e\) the first term averages to zero, and the other two cancel. Since \(\rho_e\) has full rank and both rates are positive, \(X\) commutes with \(c_m\) and \(c_m^\dagger\). The dissipator then gives zero on \(X\), so \([H,X]=\hbar\omega X\), and the Jacobi identity yields

\[
[[H,c_m],X]=[H,[c_m,X]]-[c_m,[H,X]]=0 .
\]

Repeating the step, \(X\) commutes with \(\sum_q(-\varepsilon_q)^n\phi_q(m)d_q\) for every \(n\). The energies differ and no \(\phi_q(m)\) with odd \(q\) is zero, so these sums can be solved for each \(d_q\); the same holds for the adjoints. Hence \(X\) is a multiple of the identity and \(\omega=0\). The evolution is bounded, so no growing terms accompany such eigenvalues.

The full generator thus has \(4^{(L-1)/2}\) eigenvalues on the imaginary axis, one for each pair of odd-sector Fock states. The count covers all operators, including some that change fermion parity and are not parts of physical density matrices. Diagonalization for \(L=5\) gives 16, as it should. A uniform on-site energy of \(0.3J\) makes the four odd-sector energies different and leaves four zero eigenvalues. At zero on-site energy the empty and doubly filled states are degenerate, and the number is \(2^2+1+1=6\).

## Numbers for seven sites

Three modes are undamped, so the chain never fully forgets its initial state. The other four have amplitude rates of 96.2, 96.2, 103.8 and 103.8 \(\mathrm{s^{-1}}\), within 4% of the weak-damping value \(800/8=100\ \mathrm{s^{-1}}\). Their sum is \(400\ \mathrm{s^{-1}}=\Gamma/2\). They come in pairs because changing the sign on every second site reverses \(h\) and keeps \(P\), which turns \(W\) into its complex conjugate. Modes of opposite frequency then share a rate.

The late particle numbers follow from \(f(L+1)/2=0.25\times4=1\):

- Empty start: \(N_\infty=0+1=1\).
- Full start: \(N_\infty=3+1=4\).
- One atom at site 1: half its weight is odd, so \(N_\infty=0.5+1=1.5\).

Off the centre \((\Pi_e)_{jj}=(\Pi_o)_{jj}=1/2\), so the late density there is \(f/2=0.125\) after an empty start and \((1+f)/2=0.625\) after a full one. The central density is 0.25 in both cases. Because \(c_m\) contains only reflection-even modes, which reach the same state from either start, a late probe of that site alone cannot tell the two apart, even through correlations in time.

The single atom never settles. The antisymmetric orbitals \(a_j=(e_j-e_{8-j})/\sqrt2\), with \(e_j\) the unit vector on site \(j\), form a uniform chain of three sites, because the hops from sites 3 and 5 to the centre cancel. Its energies are \(-\sqrt2J,0,\sqrt2J\), with weights \(\tfrac14,\tfrac12,\tfrac14\) on the end orbital. The amplitude to return to \(a_1\) is

\[
A(t)=\tfrac12+\tfrac12\cos\frac{\sqrt2Jt}{\hbar}=\cos^2\frac{Jt}{\sqrt2\hbar}.
\]

Going from site 1 to \(a_1\) and back costs a factor \(1/\sqrt2\) each way, so at late times

\[
n_1(t)\to\frac f2+\frac14\cos^4\frac{Jt}{\sqrt2\hbar}.
\]

The density at site 1 swings between 0.375 and 0.125 with period \(\sqrt2\pi\hbar/J=7.07\) ms.

## Comparison

The estimate of \(57\ \mathrm{s^{-1}}\) is the correct mean rate, since \(\Gamma/2\) shared among \(L\) modes gives \(\Gamma/(2L)\). No mode decays at that rate, however: three have rate zero and four decay 1.7 to 1.8 times as fast. The error lies in giving every mode the same weight at the centre. The predicted number 1.75 would be right only if the odd modes happened to start with \(3f=0.75\) particles.

The position of the contact decides the matter. For a contact at site \(s\), mode \(k\) is undamped when \(L+1\) divides \(ks\). With \(g=\gcd(s,L+1)\), this requires \(k\) to be a multiple of \((L+1)/g\), and there are \(g-1\) such values up to \(L\). At the centre \(g=(L+1)/2\), which returns the count above. At an end site \(g=1\), every mode is damped, and \(G=f\,\mathbb 1\) is the unique limit. The estimate \(N_\infty=1.75\) is then correct.

## Real lattices

The parameters are round numbers in the rough regime of spin-polarised potassium-40 in an optical lattice with 532 nm spacing. Memoryless gain at a single site is an idealisation. A reservoir with memory would change the rates and the filling, but if it couples through \(c_m\) alone it still cannot reach the odd modes. A band calculation gives a lattice depth of about 9.3 recoil energies and a gap to the next band of 19 kHz, against a band width of 0.4 kHz. The next-neighbour tunnelling of about \(-1.4\) Hz respects reflection and leaves the odd modes undamped, as does a trap centred on site \(m\).

At the sizes chosen below, a 1% spill and a 1 mrad tilt, spill of the contact matters more. The form of the spill is important. A single jump operator proportional to \(c_m+\eta(c_{m-1}+c_{m+1})\), or its adjoint, contains no odd mode and leaves them all undamped. Separate, independent jumps on the two neighbours do damp them. If each neighbour has such jumps of its own, with gain and loss at 1% of the central rates, \(8\ \mathrm{s^{-1}}\) in total per neighbour, first-order damping of odd mode \(k\) is

\[
\frac{8\ \mathrm{s^{-1}}}{2}\cdot2\cdot\frac28\sin^2\frac{3\pi k}{8}=1,\ 2,\ 1\ \mathrm{s^{-1}}\quad(k=2,4,6).
\]

Occupations decay at twice these rates, so the shortest lifetime is 0.25 s. A tilt of 1 mrad under gravity shifts neighbouring sites by 0.52 Hz. It mixes even modes into the odd ones, giving them a central amplitude proportional to the tilt and hence a damping proportional to its square. The shortest occupation lifetime is then 5.7 s; a tilt of about 5 mrad would bring it down to the 0.25 s of the 1% spill. In both cases \(G=f\,\mathbb 1\) is stationary and all modes are damped, so the number finally reaches 1.75. The dependence on the initial state then fades slowly. With this spill, the late numbers after a full and an empty start differ by 2.8 at 30 ms, 1.4 at 0.3 s and 0.3 at 1 s. Loss acting on all sites would make the difference fade faster and is not included.

For \(L\ge5\), nearest-neighbour interactions destroy the separate conservation of the \(n_k\). For \(L=3\) the single odd mode keeps its occupation, because the reflection parity below fixes it. The reflection parity \((-1)^{N_o}\), with \(N_o\) the number of particles in odd modes, still commutes with \(H\) and with both jumps, so each parity keeps a steady state of its own. For \(L=5\), with interaction \(0.8J\) and on-site energy \(0.3J\), the generator has two zero eigenvalues, against four without interaction. The steady state of this five-site chain remains non-unique, with fewer independent members.

## Calculated quantities

```
FIVE-SITE MANY-BODY TEST (J = hbar = 1)
gain, loss, on-site energy: 0.5, 1.1, 0.3
eigenvalues on imaginary axis: 16
zero eigenvalues, on-site energy 0.3: 4
zero eigenvalues, on-site energy 0: 6
zero eigenvalues with interaction 0.8: 2
WORKED EXAMPLE
sites L = 7, central site m = 4
J/h = 100.0 Hz, J = 6.6261e-32 J, J/hbar = 628.32 1/s
gain = 200.0 1/s, loss = 600.0 1/s, sum = 800.0 1/s
filling f = 0.2500
undamped modes: 3, damped modes: 4
odd-mode energies/h (Hz): -141.42, 0.00, 141.42
damped amplitude rates (1/s): 96.23, 96.23, 103.77, 103.77
sum of amplitude rates = 400.00 1/s
weak-damping estimate gamma/(L+1) = 100.00 1/s
slowest damped amplitude time = 10.39 ms
late time used = 318.2 ms
late number, empty start = 1.0000
late number, full start = 4.0000
late number, one atom at site 1 = 1.5000
late densities, empty start: 0.1250, 0.1250, 0.1250, 0.2500, 0.1250, 0.1250, 0.1250
late densities, full start: 0.6250, 0.6250, 0.6250, 0.2500, 0.6250, 0.6250, 0.6250
oscillation period of n_1 = 7.071 ms
late n_1 at 0, 0.2, 0.5 period: 0.3750, 0.2321, 0.1250
NEGLECTED EFFECTS
atomic mass = 6.6355e-26 kg, spacing = 532 nm
tilt = 1.0 mrad, offset/h per site = 0.5225 Hz
tilt: odd-mode amplitude rates (1/s): 0.04367, 0.08732, 0.08732
tilt: shortest occupation lifetime = 5.73 s
doubling tilt multiplies rates by: 3.999, 3.997, 3.997
spill onto each neighbour = 1.0 percent
spill: odd-mode amplitude rates (1/s): 1.0000, 1.0000, 2.0000
spill: first-order rates (1/s): 1.0000, 1.0000, 2.0000
spill: shortest occupation lifetime = 0.250 s
recoil energy/h = 4410.3 Hz, lattice depth = 9.281 recoils
next-neighbour tunnelling/h = -1.439 Hz
band width 4J/h = 400.0 Hz, gap to next band/h = 18931 Hz
```
